# Flux Ratio of Ga and Sb2 Beams from Ion-Gauge Readings

## Problem

GaSb is grown from a Ga effusion cell and an Sb cracker, a source whose hot exit zone breaks Sb4 into Sb2. An ion gauge is moved to the substrate position and reads one beam at a time. Its scale is calibrated for nitrogen gas at the gauge temperature \(T_g=300\) K, so the reading, called the beam-equivalent pressure, is not the pressure of the beam.

| | Ga | Sb |
|---|---|---|
| Reading, shutter open (Torr) | \(4.05\times10^{-7}\) | \(1.65\times10^{-6}\) |
| Reading, shutter closed (Torr) | \(5.0\times10^{-9}\) | \(5.0\times10^{-8}\) |
| Temperature of last hot surface (K) | 1200 | 1250 |
| Species in beam | Ga | Sb2 |
| Molecular mass (u) | 69.723 | 243.520 |
| Electrons per molecule | 31 | 102 |

For the sensitivity of the gauge relative to N2, use the empirical rule \(\eta=0.6+0.4\,Z/14\), where \(Z\) is the number of electrons per molecule. Take both beams to be effusive and to meet the substrate at the same angle.

(a) Show what property of a beam the gauge measures, and relate it to the reading \(P\).

(b) Find the molecular flux \(J\) in terms of \(P\), and hence the flux ratio of two beams.

(c) Evaluate the Sb2/Ga molecular ratio and the Sb/Ga atomic ratio. Check the Ga flux against a growth rate.

(d) Show how one growth experiment can replace the sensitivity rule.

(e) Estimate how far the main neglected effects move the atomic ratio.

## Solution

### (a) The gauge measures density

Electrons in the gauge ionize each molecule at a rate \(\nu\) per unit time. This rate depends on the relative speed of electron and molecule. At an electron energy of 150 eV the Ga speed is \(8.3\times10^{-5}\) of the electron speed, so \(\nu\) is practically independent of the molecular speed \(v\).

A molecule crosses an active region of length \(\ell\) in a time \(\ell/v\). Its chance of ionization is \(\nu\ell/v\), provided this is small. Let \(dJ\) be the flux of molecules with speeds near \(v\), and \(a\) the cross-section of the region. They produce ions at the rate

\[
a\,dJ\,\frac{\nu\ell}{v}=\nu\,a\ell\,dn ,
\]

because \(dJ=v\,dn\). Summed over speeds, the ion rate is \(\nu a\ell\,n\). It is proportional to the density \(n\): a slow molecule counts for more than a fast one because it stays longer.

In the calibration, N2 at pressure \(P\) has density \(P/(k_BT_g)\) and gives the ion rate \(\nu_{N_2}a\ell P/(k_BT_g)\). The reading for a beam is the nitrogen pressure that would give the same ion current:

\[
\nu_{N_2}\frac{P}{k_BT_g}=\nu n .
\]

With \(\eta=\nu/\nu_{N_2}\), where \(\nu\) is weighted by ion charge if multiply charged ions form,

\[
P=\eta\,n\,k_BT_g,\qquad n=\frac{P}{\eta k_BT_g}.
\]

The temperature here is that of the calibration gas. The source temperature has not yet entered.

### (b) From density to flux

Inside the source the gas has the Maxwell distribution

\[
f(v)=n_{\rm cell}\left(\frac{m}{2\pi k_BT}\right)^{3/2}e^{-mv^2/2k_BT}.
\]

Without collisions, the phase-space density stays constant along each molecular path. At the gauge, \(f\) therefore has its source value for directions that trace back to the opening, and is zero for all others. If the opening subtends a solid angle \(\Omega\),

\[
n=\Omega\int_0^\infty f\,v^2dv=n_{\rm cell}\frac{\Omega}{4\pi},
\qquad
J=\Omega\int_0^\infty f\,v^3dv .
\]

The second expression holds for a small opening, seen along the normal of the receiving surface. The ratio \(J/n\) is the mean speed of the molecules present in the beam. With \(\alpha=m/(2k_BT)\),

\[
\int_0^\infty v^3e^{-\alpha v^2}dv=\frac{1}{2\alpha^2},\qquad
\int_0^\infty v^2e^{-\alpha v^2}dv=\frac{\sqrt\pi}{4\alpha^{3/2}},
\]

\[
\frac Jn=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8k_BT}{\pi m}}\equiv\bar v .
\]

Inserting the density from (a) gives

\[
J=\frac{P}{\eta k_BT_g}\sqrt{\frac{8k_BT}{\pi m}} .
\]

For two beams A and B, \(T_g\) and the numerical constants cancel:

\[
\boxed{\frac{J_A}{J_B}=\frac{P_A}{P_B}\,\frac{\eta_B}{\eta_A}\,
\sqrt{\frac{T_A\,m_B}{T_B\,m_A}}}
\]

Each factor has a plain meaning. A species that ionizes easily has its reading reduced. At equal density and temperature, a heavy species carries less flux because it is slower. For a given species and density, a hotter source gives more flux because its molecules are faster. For two beams of the same species the formula reduces to \((P_A/P_B)\sqrt{T_A/T_B}\), so even then equal readings mean equal fluxes only if the temperatures agree.

The temperature \(T\) belongs to the last surface with which the molecules equilibrate. For the cracker this is the hot exit zone, not the reservoir of solid Sb.

The Hertz–Knudsen formula \(J=P/\sqrt{2\pi mk_BT}\) applies to a true gas pressure at temperature \(T\). If the sensitivity-corrected reading is put in its place, the ratio acquires \(\sqrt{T_B/T_A}\) instead of \(\sqrt{T_A/T_B}\), and is wrong by the factor \(T_B/T_A\). A simulation of molecules escaping from a Maxwell gas and being ionized in transit tests this point. For a Sb2/Ga flux ratio of 1.4000 put in, at the source temperatures of the problem, the boxed formula recovers 1.3995 from the simulated readings. The reversed temperature law gives 1.3435.

### (c) Numbers

Subtracting the shutter-closed readings removes the steady background:

\[
P_{Ga}=4.00\times10^{-7}\ \text{Torr},\qquad
P_{Sb}=1.60\times10^{-6}\ \text{Torr}.
\]

The sensitivities are

\[
\eta_{Ga}=0.6+0.4\,\frac{31}{14}=1.486,\qquad
\eta_{Sb_2}=0.6+0.4\,\frac{102}{14}=3.514 .
\]

With A = Sb2 and B = Ga,

\[
\frac{J_{Sb_2}}{J_{Ga}}
=4.000\times\frac{1.486}{3.514}\times\sqrt{\frac{69.723}{243.520}}\times\sqrt{\frac{1250}{1200}}
\]

\[
=4.000\times0.4228\times0.5351\times1.0206=0.924 .
\]

Each Sb2 molecule brings two atoms, so the atomic arrival ratio is

\[
X=2\times0.924=1.85 .
\]

A reading ratio of four thus stands for slightly fewer Sb2 molecules than Ga atoms, but nearly twice as many Sb atoms. Sensitivity and mass make the large corrections. Temperature adds 2%, and the reversed temperature law would have given 1.77.

The separate fluxes follow from density times mean speed:

\[
J_{Ga}=(8.666\times10^{9}\ \text{cm}^{-3})(6.037\times10^{4}\ \text{cm/s})
=5.23\times10^{14}\ \text{cm}^{-2}\text{s}^{-1},
\]

\[
J_{Sb_2}=(1.465\times10^{10}\ \text{cm}^{-3})(3.297\times10^{4}\ \text{cm/s})
=4.83\times10^{14}\ \text{cm}^{-2}\text{s}^{-1}.
\]

One (001) layer of GaSb has two Ga sites per area \(a_0^2\) and thickness \(a_0/2\), with \(a_0\approx0.61\) nm. For incidence along the surface normal, with all arriving Ga incorporated and Sb in sufficient supply, the growth rate is

\[
\frac{J_{Ga}a_0^2}{2}=0.97\ \text{layers/s},
\]

or 0.30 nm/s, about 1.1 µm/h. This is an ordinary rate for molecular-beam epitaxy, so the absolute scale is plausible. The check does not establish \(\eta_{Ga}\) accurately.

### (d) Calibration by growth

Let \(R=P_{Sb}/P_{Ga}\), and let \(T\) now denote the Sb source temperature. With the Ga temperature and the Sb species held fixed, the result of (b) reads

\[
X=C\,R\sqrt T,
\]

where \(C\) contains the sensitivities, the masses and the Ga temperature. Hold the Ga flux fixed and lower the Sb flux until growth just changes from Ga-limited to Sb-limited. If all arriving Sb is incorporated at this crossover, then \(X=1\) there. Call the reading ratio and Sb source temperature at that point \(R^*\) and \(T^*\). Then \(1=CR^*\sqrt{T^*}\), and division gives

\[
X=\frac{R}{R^*}\sqrt{\frac{T}{T^*}} .
\]

The sensitivities have disappeared. So has any constant difference in the angles of incidence, since it would only change \(C\). In simulated readings for pure Sb2, calibrated with the source at 1000 K and then used at 1250 K, an atomic ratio of 1.8 put in was recovered as 1.8006. This tests the formula, not a real cracker, which may leave much of the Sb as Sb4 at 1000 K. If the beam were wholly Sb4 at the calibration and wholly Sb2 in use, the sensitivity rule implies that the formula would give \(X\) 23% too low. The temperature of the hot zone should therefore be changed only within a range where the species stay the same.

For the present beams the empirical rule predicts \(R^*=4.000/1.847=2.17\) at \(T^*=1250\) K. A measured value far from this would indicate a fault in the sensitivities or in another assumption. If only a fraction \(s\) of the Sb is incorporated at the crossover, then \(X=1/s\) there, and the calibrated formula must be multiplied by \(1/s\).

### (e) What the result leaves out

**Sensitivity.** The linear rule is an estimate. Errors of 20% in the two sensitivities, with opposite signs, multiply \(X\) by \(0.8/1.2\) or \(1.2/0.8\). The atomic ratio then lies between 1.23 and 2.77. The 20% is an assumed size, not a measured uncertainty.

**Composition of the Sb beam.** For molecules of \(j\) atoms at fixed reading and temperature, the atomic flux varies as \(j/(\eta_j\sqrt{m_j})\). With \(m_j\propto j\), this is proportional to \(\sqrt j/\eta_j\). The same rule gives \(\eta=6.429\) for Sb4 and 2.057 for single atoms. A beam wholly of Sb4 would have \(X=1.43\), and one wholly of Sb atoms \(X=2.23\). In a mixture each species contributes in proportion to its share of the reading, so \(X\) lies between these two values. Some single atoms are to be expected here: with an Sb2 bond energy near 300 kJ/mol, chemical equilibrium in the hot zone at 1250 K and the low density implied by the reading for a 2 cm opening at 15 cm would let them supply roughly a tenth of the Sb reading. This would raise \(X\) by about 2%, as much as the temperature correction. The share is sensitive to the inputs: it runs from 0.18 to 0.07 for bond energies from 289 to 310 kJ/mol, and it falls to about 0.03 for a 0.6 cm opening, which implies a denser hot zone. Whether a real cracker reaches equilibrium depends on its design.

**Re-emission near the gauge.** Suppose a wide wall just behind the gauge, facing the beam, returns a fraction \(r\) of the Sb2 at wall temperature \(T_w\). The returning flux is \(r n\bar v\). To find its density, multiply by the mean of \(1/v_z\) over the emitted flux, where \(v_z\) is the velocity component along the wall normal:

\[
\left\langle\frac1{v_z}\right\rangle=
\frac{\int_0^\infty e^{-mv_z^2/2k_BT_w}dv_z}{\int_0^\infty v_ze^{-mv_z^2/2k_BT_w}dv_z}
=\sqrt{\frac{\pi m}{2k_BT_w}} .
\]

The added density, relative to the direct beam, is therefore

\[
\frac{\Delta n}{n}=r\sqrt{\frac{8k_BT}{\pi m}}\sqrt{\frac{\pi m}{2k_BT_w}}
=2r\sqrt{\frac{T}{T_w}} .
\]

For \(r=0.05\) and \(T_w=400\) K this is 17.7%, and the corrected ratio is \(1.847/1.177=1.57\). This is the limit of a wall much wider than its distance from the gauge. For a disk whose radius is three times that distance, the added density is about a third smaller. A small returned fraction matters for two reasons, since the gauge counts density. The molecules leave the wall in all outward directions, and those on oblique paths move away from it more slowly; this gives the factor 2. They have also been cooled, which gives the factor \(\sqrt{T/T_w}\). Closing the shutter removes this signal together with the beam, so background subtraction does not correct it.

**Geometry.** The flux onto a tilted surface contains the cosine of the angle of incidence, whereas the density does not. With Sb at 40° and Ga at 30°, \(X\) is multiplied by 0.885 and becomes 1.63. An opening that subtends a half-angle \(\theta_m\) reduces the flux at given density by the factor

\[
\frac{\int_0^{\theta_m}\cos\theta\sin\theta\,d\theta}{\int_0^{\theta_m}\sin\theta\,d\theta}
=\frac{\sin^2\theta_m}{2(1-\cos\theta_m)}=\frac{1+\cos\theta_m}{2}.
\]

For a 2 cm opening at 15 cm the loss is 0.11%, and it cancels if both sources have the same geometry.

**Collisions at the source.** The cell density is \(4\pi n/\Omega\), and the mean free path is \(1/(\sqrt2\,\pi d^2n_{\rm cell})\) for collision diameter \(d\). With rough diameters of 0.4 nm for Ga and 0.6 nm for Sb2, the mean free path divided by the 2 cm opening is 9.0 for Ga and 2.4 for Sb2. For this opening, effusion is a good approximation for Ga and a fair one for Sb2. At fixed reading and distance the ratio is proportional to the diameter of the opening: for Sb2 it is 1.2 at 1 cm and 0.7 at 0.6 cm, so a narrow cracker exit leaves the collision-free regime assumed in (b). At much higher source pressure the beam becomes a jet, and \(\bar v\) no longer applies. The enthalpy of a classical diatomic gas is \(\tfrac92k_BT\) per molecule. If all of it became forward motion, the speed would be \(\sqrt{9k_BT/m}\), or 1.88 times \(\bar v\). This is an upper bound in the absence of chemical heating, not an estimate for the present beam.

**The real case.** The readings, temperatures and distances are round values in the rough range used for GaSb growth. Real crackers can deliver mixtures of Sb species, and real gauges can differ from the linear rule. For these numbers, complete conversion of the Sb2 to Sb4 or to single atoms would move the atomic ratio by just over 20%, and a mixture by less. The assumed sensitivity errors move it by up to 50%. Either can far exceed the 2% temperature correction. A quoted value of 1.85 is therefore a nominal arrival ratio, and the calibration in (d) is preferable where its conditions hold. Nor is it the composition of the film: excess Sb can desorb, so an arrival ratio above one is compatible with stoichiometric GaSb.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Ga reading open, closed: 4.05e-07, 5.0e-09 Torr
Sb reading open, closed: 1.65e-06, 5.0e-08 Torr
Net readings Ga, Sb: 4.00e-07, 1.60e-06 Torr
T of Ga, Sb, gauge: 1200, 1250, 300 K
Masses Ga, Sb2: 69.723, 243.520 u
Sensitivity Ga, Sb2: 1.486, 3.514 (N2 = 1)
Sensitivity Sb, Sb4: 2.057, 6.429 (N2 = 1)
Beam density Ga, Sb2: 8.666e+09, 1.465e+10 cm^-3
Mean speed Ga, Sb2: 603.7, 329.7 m/s
Flux Ga, Sb2: 5.231e+14, 4.831e+14 cm^-2 s^-1
Reading ratio Sb/Ga: 4.000
Sensitivity factor: 0.4228
Mass factor: 0.5351
Temperature factor: 1.0206
Molecular flux ratio Sb2/Ga: 0.924
Atomic flux ratio Sb/Ga: 1.847
Atomic ratio, reversed T law: 1.773
Reading ratio for equal atoms: 2.166
GaSb lattice parameter, rough: 0.61 nm
Ga-limited growth: 0.973 layers/s
Ga-limited growth: 0.297 nm/s = 1.07 um/h
Simulation, Sb2/Ga flux put in: 1.4000
Simulation, recovered: 1.3995
Simulation, reversed T law: 1.3435
Calibration test, Sb T: 1000 then 1250 K
Calibration test, atomic ratio: 1.8006 (put in 1.8)
Atomic ratio, 20% sensitivity errors: 1.23 to 2.77
Atomic ratio if all Sb4: 1.428
Atomic ratio if all Sb atoms: 2.231
Wall: T 400 K, re-emitted share 5 %
Wall: Sb reading raised by 17.7 %
Wall: corrected atomic ratio 1.570
Angle factor, Sb at 40, Ga at 30 deg: 0.885
Opening diameter, distance: 2.0, 15.0 cm
Finite-opening flux loss: 0.111 %
Collision diameters Ga, Sb2, rough: 0.4, 0.6 nm
Knudsen number Ga, Sb2: 8.99, 2.36
Sb2 jet speed bound / mean speed: 1.880
Ga speed / 150 eV electron speed: 8.3e-05
```
